# Rocksalt cation order and octahedral tilts in double perovskites

## Problem

A cubic perovskite ABX₃ has space group Pm-3m and cell edge \(a_p\). Put the origin on a B site, so that B sits at integer points \(n=(n_1,n_2,n_3)\), A at \(n+(\tfrac12,\tfrac12,\tfrac12)\), and X\(_j\) at \(n+\tfrac12 e_j\), in units of \(a_p\). Two distortions are imposed.

First, two cations B and B′ alternate in a rocksalt pattern, described by an occupation wave \(\sigma s_R(n)\). Second, the octahedra tilt in the pattern a⁻a⁻c⁺: equal out-of-phase rotations \(\phi\) about x and y, and an in-phase rotation \(\psi\) about z. The rotation vector of octahedron \(n\) is

\[
\omega(n)=(\phi s_R,\ \phi s_R,\ \psi s_M),\qquad s_R=(-1)^{n_1+n_2+n_3},\quad s_M=(-1)^{n_1+n_2}.
\]

To first order in the angles (in radians), atom X\(_j\) moves by \(\tfrac12\,\omega(n)\times e_j\).

(a) What is the space group with order but no tilts?
(b) What is it with order and tilts, and what would it be without order?
(c) Which further displacements and strains are then allowed, and with which powers of \(\sigma,\phi,\psi\) do they begin?
(d) For \(\phi=6^\circ\), \(\psi=8^\circ\), how large are the bending of the B–X–B′ bonds and the monoclinic shear of the cell?

The distorted crystal is assumed to keep no operation foreign to the parent, and to have no primary instability besides these three. The further displacements and strains of part (c), called secondary, are treated at leading order in a Landau expansion.

## First estimate by scaling

**Size of the group.** In a 2×2×2 cell the parent has 48 × 8 = 384 operations. The order wave has two states, \(\pm\sigma\), so it leaves 384/2 = 192. The tilt pattern has 3 choices of in-phase axis, 4 sign choices for the two out-of-phase components and 2 signs of \(\psi\), which makes 24 states and leaves 384/24 = 16. If order halves this again, 8 operations remain. This fixes a size, but neither the kind of axis nor the name of the group.

**Powers.** Translations alone give a quick count. The step (1,0,0) reverses \(\sigma\), \(\phi\) and \(\psi\); the step (0,0,1) reverses \(\sigma\) and \(\phi\) but not \(\psi\). A secondary mode \(Q\) can be driven by a product of primaries that has the same two signs:

- wavevector R = (½,½,½), signs (−,−): first order, by \(\sigma\) or \(\phi\);
- wavevector M = (½,½,0), signs (−,+): first order, by \(\psi\);
- wavevector X = (0,0,½), signs (+,−): second order, by \(\phi\psi\) or \(\sigma\psi\);
- strain, signs (+,+): second order, by \(\sigma^2\), \(\sigma\phi\), \(\phi^2\) or \(\psi^2\).

**Sizes.** In radians, \(\phi=0.105\) and \(\psi=0.140\). Atom X₁ is turned sideways by the angle \(\sqrt{\phi^2+\psi^2}=\sqrt{36+64}=10^\circ\) as seen from each neighbour, which suggests a bond angle of 180° − 20° = 160°. For X₃ only \(\phi\) acts, giving \(\sqrt2\cdot 6^\circ=8.49^\circ\) and an angle near 163°. For full order, \(\sigma=1\), and coefficients of order one, the term \(\sigma\phi\) suggests a shear strain of about 0.1.

## Exact solution

### (a) Order alone

A translation \(t\) multiplies \(\sigma\) by \((-1)^{t_1+t_2+t_3}\). The surviving translations have an even sum and form a face-centred cubic lattice with cubic edge \(2a_p\). A point operation about the B site at the origin permutes the coordinates of \(n\) and changes their signs. Neither changes the parity of \(n_1+n_2+n_3\), so all 48 operations survive without an added translation. A symmorphic group with an F lattice and point group m-3m is **Fm-3m**.

### (b) Order and tilts

*Lattice.* A translation multiplies \(\phi\) by \((-1)^{t_1+t_2+t_3}\) and \(\psi\) by \((-1)^{t_1+t_2}\). Both signs are +1 when \(t_1+t_2\) and \(t_3\) are even. These translations are generated by

\[
\mathbf a=(1,-1,0),\qquad \mathbf b=(1,1,0),\qquad \mathbf c=(0,0,2),
\]

with volume \(4a_p^3\). They also preserve \(\sigma\), so order costs the tilted crystal no translation.

*Candidates.* Rotations are axial vectors, unchanged by inversion, and \(\omega(-n)=\omega(n)\). Inversion at B therefore survives, and it is enough to examine proper rotations. An added translation can do no more than change the sign of the \(\phi\) part and of the \(\psi\) part. A surviving rotation must then map the line [001] to itself, and likewise the line [110]. Four cubic rotations do so: the identity and the twofold rotations about [110], [1-10] and [001].

*Repairing translations.* Their action on \((\phi,\phi,\psi)\), the translation that undoes it, and the effect of that translation on \(\sigma\) are:

- \(C_2[110]\): gives \((\phi,\phi,-\psi)\); repaired by \(t=(1,0,1)\); \(\sigma\) is kept.
- \(C_2[001]\): gives \((-\phi,-\phi,\psi)\); repaired by \(t=(0,0,1)\); \(\sigma\) is reversed.
- \(C_2[1\text{-}10]\): gives \((-\phi,-\phi,-\psi)\); repaired by \(t=(1,0,0)\); \(\sigma\) is reversed.

Other repairing translations differ from these by lattice vectors, which do not affect \(\sigma\). With order, the point group is therefore 2/m with its unique axis along \(\mathbf b\).

*Screw axis.* \(C_2[110]\) sends \((x,y,z)\) to \((y,x,-z)\). The translation along the axis is the average of \(t\) and its image:

\[
\tfrac12\left[(t_1,t_2,t_3)+(t_2,t_1,-t_3)\right]=\tfrac{t_1+t_2}{2}\,(1,1,0)=\tfrac{t_1+t_2}{2}\,\mathbf b .
\]

The repair of \(\psi\) requires \(t_1+t_2\) odd, so this is a half-odd multiple of \(\mathbf b\): each such axis is a 2₁ axis.

*Glide plane.* Multiplying by inversion gives the reflection \((x,y,z)\to(-y,-x,z)\) with the same \(t\). The translation within the plane is

\[
\tfrac12\left[(t_1,t_2,t_3)+(-t_2,-t_1,t_3)\right]=\tfrac{t_1-t_2}{2}\,\mathbf a+\tfrac{t_3}{2}\,\mathbf c .
\]

Here \(t_1-t_2\) and \(t_3\) are both odd, so modulo the lattice this is \((\mathbf a+\mathbf c)/2\), an n glide. The group is **P2₁/n**.

*Without order*, all four rotations survive. Combined with inversion, \(C_2[001]\) gives \((x,y,1-z)\), a mirror. \(C_2[1\text{-}10]\) gives \((y+1,x,z)\), whose in-plane part is \((\tfrac12,\tfrac12,0)=\mathbf b/2\). With axes taken in the order [110], [001], [1-10], the three planes are n, m, a: the group is **Pnma**. Cation order removes the mirror because it exchanges the B layer at \(z=0\) with the layer at \(z=1\), where B and B′ are interchanged.

*Limits.* If \(\psi\to0\), the translation (1,0,1) = \((\mathbf a+\mathbf b+\mathbf c)/2\) returns and \(C_2[110]\) needs no repair; the group is I2/m. If instead the out-of-phase tilts about x and y become unequal in magnitude, both nonzero, [110] is no longer a symmetry line of the pattern. The remaining candidate \(C_2[001]\) reverses \(\sigma\), so P-1 is left.

### (c) Allowed secondary modes

*Even modes.* Inversion at B survives, so a mode must be even under it. This excludes displacements of B and B′. For the other atoms, inversion moves the atom to a site related by a translation, whose phase must be −1 to compensate the reversed displacement:

- At R, this holds for A and all X. The X displacements can be written \(u_j=Se_j\) with a 3×3 matrix \(S\): its nine elements give A1g + Eg + T2g (symmetric part) and T1g (rotations). For A, the phase behaves as \(xyz\), so a displacement along z behaves as \(xy\), and so on: T2g.
- At M, it holds for X₁ and X₂: A1g + B1g + A2g + B2g in the plane and Eg along z.
- At X, it holds for A and X₃: A1g + Eg for each.

The labels refer to the point group of the wavevector, centred on B.

*Twofold screw.* The translation (1,0,1) has phase +1 at R and −1 at M and X. A mode must thus be even under \(C_2[110]\) at R, and odd at M and X. Using \((x,y,z)\to(y,x,-z)\), the combination \(yz-xz\) is even and \(yz+xz\) is odd. The result is

- R: A1g, one Eg, one T1g, and two T2g components (\(xy\) and \(yz-xz\)) for each of A and X, making 7;
- M: B1g, A2g and one Eg, making 3;
- X: one Eg component for each of A and X₃, making 2.

The total of 12 agrees with one A and three X atoms in general positions, 4 × 3 coordinates, while B and B′ sit on inversion centres. Two of the 12 are the tilts themselves. Pnma also requires \(C_2[001]\) with \(t=(0,0,1)\), which removes R A1g, R Eg, both R T2g(\(xy\)) and M Eg, leaving 7.

*Powers.* Let the coupling be \(g\,Q\,\sigma^p\phi^q\psi^r\). Translations require \(r\) even for R modes and strains, odd for M and X modes; they require \(p+q\) odd for R and X, even for M and strains. The rotation \(C_2[001]\) about B reverses \(\phi\) alone, so \(q\) is even or odd as \(Q\) is even or odd under it. Three further facts remove the lowest candidates:

1. \(\sigma\) is unchanged by every rotation about B, so by itself it drives A1g and nothing else.
2. With \(\phi=0\), the fourfold rotation about z leaves \(\sigma\) and \(\psi\) unchanged but reverses \(xy\) and B1g modes, so these need \(\phi^2\).
3. A term \(\phi_xQ_{yz}\) is reversed by a fourfold rotation about x, and \(\phi_xQ_{xz}\) and \(\phi_xQ_{xy}\) by a twofold one. Hence \(\phi\) cannot drive T2g linearly, with or without powers of \(\sigma\).

The lowest surviving terms are:

- R A1g, breathing of X: \(\sigma\) (present already in Fm-3m)
- R Eg, stretch of X: \(\sigma\phi^2,\ \sigma\psi^2\)
- R T2g(\(xy\)), A and X: \(\sigma\phi^2\)
- R T2g(\(yz-xz\)), A and X: \(\phi^3,\ \phi\psi^2\)
- M B1g, stretch of X: \(\phi^2\psi\)
- M Eg, X₁ and X₂ along z: \(\sigma\phi\psi\)
- X Eg, A and X₃, antipolar along \(\mathbf b\): \(\phi\psi\)
- tetragonal strain: \(\phi^2,\ \psi^2\); strain \(xy\): \(\phi^2\)
- shear \(yz-xz\): \(\sigma\phi^3,\ \sigma\phi\psi^2\)

Isotropic strain is allowed in the parent too. The sign rules show what is forbidden; that each listed term really occurs was tested by averaging over all 384 operations. For a stiff mode the energy \(\tfrac12KQ^2+gQP\), with \(P\) the product of primaries, is stationary when \(KQ+gP=0\), so \(Q=-gP/K\). Symmetry fixes the powers, not \(g\) or \(K\). If \(K\) becomes small, the mode is no longer secondary and this expansion fails.

### (d) Numbers

Take \(a_p=4\) Å, an unstrained cell, a chosen breathing amplitude of 0.05 Å and a chosen A shift of 0.10 Å along \(\mathbf b\). From \(\omega\times e_1=(0,\psi,-\phi)\), X₁ lies at

\[
\left(0.5+\tfrac{0.05}{4},\ \tfrac{0.1396}{2},\ -\tfrac{0.1047}{2}\right)=(0.5125,\ 0.0698,\ -0.0524).
\]

Since \(r=x\mathbf a+y\mathbf b+z\mathbf c\) gives \(x=(r_1-r_2)/2\), \(y=(r_1+r_2)/2\), \(z=r_3/2\), its P2₁/n coordinates are (0.2213, 0.2912, −0.0262). Its sideways displacement is \(4\times\tfrac12\times0.1745=0.349\) Å, and the distances along the bond are 2.05 and 1.95 Å. Therefore

\[
\angle=180^\circ-\arctan\frac{0.349}{2.05}-\arctan\frac{0.349}{1.95}=160.2^\circ .
\]

X₂ has the same angle. For X₃ the sideways displacement is 0.296 Å and the angle is 163.1°. The bonds of X₁ are 2.080 and 1.981 Å, about 0.03 Å longer than 2.05 and 1.95 Å, because displacements linear in the angle do not keep the octahedra rigid at second order.

For the shear, let \(\varepsilon_{yz}=-\varepsilon_{xz}=e\). The deformed axes have the scalar product \(2\,\mathbf a\cdot\varepsilon\mathbf c=4(\varepsilon_{xz}-\varepsilon_{yz})=-8e\), and \(|\mathbf a||\mathbf c|=2\sqrt2\), so \(\cos\beta=-2\sqrt2\,e\) and \(\beta-90^\circ\approx2\sqrt2\,e\) in radians. With \(\sigma=1\) and coefficients of order one, \(e\) is of the size

\[
\phi^3=0.0011\quad\text{or}\quad\phi\psi^2=0.0020,
\]

which means \(\beta-90^\circ\) of roughly 0.2° to 0.3°. This is the scale set by unit coefficients, not a prediction for a material, and the coefficients can be much smaller. Regular, rigid octahedra of two different sizes fit this tilt pattern with \(\beta=90^\circ\), so the tilts and the B/B′ size difference alone give no shear; it appears only when the octahedra distort.

## Comparison

The count of 8 operations was right: 4 point operations times 2 translations. Relative to Fm-3m there are 192/8 = 24 domain states. The bond angles were also estimated well, 160° and 163° against 160.2° and 163.1°.

The powers fared unevenly. Translation counting gives the correct total order for the breathing mode, the X modes and the tetragonal and \(xy\) strains. It is two orders too low for R Eg, R T2g, M B1g, M Eg and the monoclinic shear, because it ignores rotations. For the shear the consequence is large: \(\sigma\phi\) would give \(e\approx0.1\) and \(\beta-90^\circ\approx17^\circ\), while the allowed terms are smaller by factors \(\phi^2=0.011\) or \(\psi^2=0.019\). A P2₁/n double perovskite can therefore have a cell that is nearly orthorhombic in shape, although its mirror plane is fully lost.

An independent check uses a model crystal with pair and bond-angle energies. All three primaries are doubled, and the growth of the force on each mode gives its total order. The numerical output shows 2.00 for the X modes, 3.00 for the third-order modes and 3.998 for the shear. The two tilts give 0.919 and 0.908 instead of 1. If the next term is cubic in the amplitudes, as the translation signs require, a ratio \(2^{0.919}=1.89\) means a correction of about −2% of the linear force at the smaller amplitude. In this model the cubic part of the force on the tilts is thus already visible at these amplitudes, while the leading order is still one.

## Numbers as computed

```
Parent operations in the 2x2x2 cell: 384
order only      operations 192, point operations 48, translations 4
tilts only      operations  16, point operations  8, translations 2
order + a-a-c0  operations  16, point operations  4, translations 4
order + a0a0c+  operations  32, point operations 16, translations 2
order + a-a-c+  operations   8, point operations  4, translations 2
Domain states of P21/n per Fm-3m crystal: 24
Screw translation (a,b,c fractions): (0.0, 0.5, 0.0)
Glide translation (a,b,c fractions): (0.5, 0.0, 0.5)
Fm-3m  free displacements  1, free strains 1
Pnma   free displacements  7, free strains 3
P21/n  free displacements 12, free strains 4
Mode | lowest couplings | order measured in the crystal model
R T1g X tilt       | phi                       | 0.919
M A2g X tilt       | psi                       | 0.908
R A1g X breathing  | sigma                     | 0.998
R Eg X stretch     | sigma*psi^2, sigma*phi^2  | 2.998
R T2g(xy) X        | sigma*phi^2               | 3.000
R T2g(xy) A        | sigma*phi^2               | 3.000
R T2g(yz-xz) X     | phi*psi^2, phi^3          | 2.999
R T2g(yz-xz) A     | phi*psi^2, phi^3          | 3.002
M B1g X stretch    | phi^2*psi                 | 2.998
M Eg X             | sigma*phi*psi             | 3.000
X Eg A antipolar   | phi*psi                   | 2.001
X Eg X antipolar   | phi*psi                   | 1.997
strain 2zz-xx-yy   | psi^2, phi^2              | 1.999
strain xy          | phi^2                     | 1.999
strain yz-xz       | sigma*phi*psi^2, sigma*phi^3 | 3.998
Model a_p = 4.00 angstrom; tilts x, y: 6.0 deg; z: 8.0 deg
Breathing 0.05 angstrom; A shift along b 0.10 angstrom
Resultant out-of-phase tilt: 8.49 deg
Cell a, b, c: 5.6569 5.6569 8.0000 angstrom; beta = 90 deg (unstrained)
A  fractional x, y, z:  0.00000  0.51768  0.25000
X1 fractional x, y, z:  0.22134  0.29116 -0.02618
X2 fractional x, y, z: -0.29116  0.22134  0.02618
X3 fractional x, y, z:  0.05236  0.00000  0.25625
X1: B-X 2.0795 angstrom, B'-X 1.9810 angstrom, B-X-B' 160.19 deg
X2: B-X 2.0795 angstrom, B'-X 1.9810 angstrom, B-X-B' 160.19 deg
X3: B-X 2.0713 angstrom, B'-X 1.9724 angstrom, B-X-B' 163.14 deg
```
